# Why forces from separate basins leave polymorph energy differences undetermined

A learned potential for hafnia has been trained on molecular-dynamics snapshots of the monoclinic phase and of the polar orthorhombic phase. Its forces agree with the reference calculation on every snapshot. Can it now be used to decide which phase is stable at a given temperature, or must one first pay for energy labels, or for configurations between the phases? If the training used forces alone, the first choice is unsafe. The forces say how the energy varies inside each basin, and nothing in them says how high one basin lies above the other.

## What forces determine

Take a fixed set of atoms in a fixed cell, with positions collected in the vector $R$. The reference energy is $E(R)$ and the forces are $F=-\nabla E$. The training configurations lie in two connected regions, $A$ around the monoclinic minimum and $B$ around the polar one. Between them is a gap with no data.

Let $\tilde E$ be a model whose forces agree with the reference throughout both regions, and let $D=\tilde E-E$. Then $\nabla D=0$ in $A$ and in $B$. Two points $R_1,R_2$ of the same region can be joined by a path inside it, so

$$D(R_2)-D(R_1)=\int_{R_1}^{R_2}\nabla D\cdot dR=0 .$$

Hence $D$ equals a constant $c_A$ in $A$ and a constant $c_B$ in $B$. A path from $A$ to $B$ must cross the gap, where $\nabla D$ is unknown, so the argument cannot link the two constants. With $\Delta E=E(B)-E(A)$, taken between the two minima,

$$\Delta\tilde E=\Delta E+\delta,\qquad \delta=c_B-c_A .$$

One overall constant is harmless, because it moves both phases together. The second moves one phase against the other, and so enters the phase stability directly.

The count can be checked on a small mesh on which energy differences between neighbouring nodes are given. Two separate blocks of 3 by 5 nodes leave two free constants. When a corridor of three nodes joins them, one is left.

## A change that no training force can see

It remains to show that every $\delta$ can occur. Suppose that a smooth order parameter $q(R)$, unchanged by the symmetries of the energy, separates the regions: $q\le q_A$ on $A$ and $q\ge q_B>q_A$ on $B$. Define $t=(q-q_A)/(q_B-q_A)$ and, for $0<t<1$,

$$s(t)=\frac{e^{-1/t}}{e^{-1/t}+e^{-1/(1-t)}},$$

with $s=0$ for $t\le0$ and $s=1$ for $t\ge1$. As $t\to0^+$, $e^{-1/t}$ vanishes faster than any power of $t$, and so do all its derivatives. The same holds for $1-s$ at the other end. The pieces therefore join smoothly. Now set

$$E_\delta=E+\delta\,s,\qquad -\nabla E_\delta=F-\delta\,\frac{ds}{dt}\,\nabla t .$$

On both regions $ds/dt=0$, so every training force is reproduced, while the energy difference has become $\Delta E+\delta$. Since $\delta$ was not restricted, the data allow any value.

Three conditions belong to this statement. First, the model class must be able to represent the change. A rigid form with few parameters may tie the basins together, rightly or wrongly.

Second, symmetry removes some freedom. The up and down polarization variants of the polar phase are related by inversion, so an inversion-invariant model gives them equal energies whatever its training.

Third, some model classes consist of analytic functions, which cannot be flat in a region without being constant everywhere. Sums of Gaussians are an example. For them, perfect forces throughout a whole region would fix the continuation into the gap. Real data are finitely many points, however. The function $s$ has zero slope at all of them and a difference of 1 between the basins, so the difference is not a linear combination of the force labels. A sufficiently rich analytic class can then match the finite data with any prescribed difference.

## A solvable model

Let $x$ be a displacement coordinate from the monoclinic minimum at $x=0$ to the polar minimum at $x=L$, with the barrier top at $x_b$. The energy per formula unit, $U(x)$, has the slope

$$U'(x)=Kx(x-x_b)(x-L)=K\left[x^3-(x_b+L)x^2+x_bLx\right].$$

Integration from 0, with $U(0)=0$, gives

$$U(x)=K\left[\frac{x^4}{4}-\frac{(x_b+L)x^3}{3}+\frac{x_bLx^2}{2}\right].$$

At $x=L$ the terms without $x_b$ are $L^4/4-L^4/3=-L^4/12$, and those with $x_b$ are $-x_bL^3/3+x_bL^3/2=x_bL^3/6$. Thus

$$\Delta E=U(L)=\frac{KL^3}{6}\left(x_b-\frac L2\right).$$

At the barrier top the same grouping gives $-x_b^4/12+x_b^3L/6$, so

$$U(x_b)=\frac{Kx_b^3}{12}(2L-x_b).$$

Choose $L=0.100$ nm, $x_b=0.055$ nm and $\Delta E=80$ meV. Then

$$K=\frac{6(0.080\ \mathrm{eV})}{(0.100\ \mathrm{nm})^3(0.005\ \mathrm{nm})}=9.6\times10^4\ \mathrm{eV/nm^4}.$$

The barrier is 193 meV seen from the monoclinic side and $193-80=113$ meV from the polar side. The training windows extend 0.020 nm to either side of each minimum, which leaves a gap of width $w=0.060$ nm.

Now add $\delta s$, with $t=(x-0.020\ \mathrm{nm})/w$. For $\delta=-100$, 0 and $+100$ meV the predicted differences are $-20$, 80 and 180 meV. In all three cases the slopes, evaluated by finite differences at 402 points in the windows, agree with the reference to about $2\times10^{-11}$ eV/nm, which is numerical rounding. The first potential makes the polar phase the ground state. The third more than doubles its excess energy. No force test inside the windows can rank the three.

## Where the error is hidden

The wrong energy must be paid for in the gap. The extra slope is $g(x)=\delta\,ds/dx$, and its integral across the gap is $\delta$. Its mean is therefore $\delta/w$, and since a maximum cannot be smaller than a mean,

$$\max|g|\ge\frac{|\delta|}{w}=\frac{0.100\ \mathrm{eV}}{0.060\ \mathrm{nm}}=1.67\ \mathrm{eV/nm}.$$

The switch used here does worse than this bound. Dividing numerator and denominator by $e^{-1/t}$ gives $s=1/(1+e^h)$ with $h=1/t-1/(1-t)$, so that

$$\frac{ds}{dt}=s(1-s)\left[\frac1{t^2}+\frac1{(1-t)^2}\right].$$

At $t=1/2$ this is $\frac14(4+4)=2$. The slope error there is $2\delta/w=3.33$ eV/nm, which agrees with the largest value found numerically in the gap. The largest true slope in the gap is 5.44 eV/nm, so the error is large on the scale of the forces themselves. A few reference forces from the gap would expose it.

Read the other way, the inequality gives a useful limit. If the slope errors in the gap are known to stay below $f$, and those in the windows are negligible, then $|\delta|\le fw$. For $f=0.1$ eV/nm this is 6 meV. As the windows grow towards each other, $w\to0$, and a model with bounded force errors loses its freedom. For fixed $w$ and no knowledge of $f$, there is no bound.

## What an actual fit returns

A fitted potential returns one number for the energy difference. "Arbitrary" means that the forces alone do not select that number; the smoothness assumed by the model supplies the rest. A kernel fit shows this dependence. With $k(x,y)=\exp[-(x-y)^2/2\ell^2]$ and training points $x_j$, write

$$\tilde U(x)=\sum_j a_j\frac{\partial k(x,x_j)}{\partial x_j}
=\sum_j a_j\frac{x-x_j}{\ell^2}\,k(x,x_j).$$

Differentiating the product with respect to $x$ and demanding the reference slope at each training point gives

$$\sum_j a_j\left[\frac1{\ell^2}-\frac{(x_i-x_j)^2}{\ell^4}\right]k(x_i,x_j)=U'(x_i).$$

These linear equations fix the $a_j$. Of all functions in the kernel's space with the right slopes, the solution has the smallest norm. That preference comes from the kernel and not from hafnia.

With six slopes in each window, kernel lengths $\ell$ of 0.012, 0.015 and 0.018 nm give energy differences of 22, 29 and 41 meV. The true value is 80 meV. The largest misfit of any training slope is $4\times10^{-8}$ eV/nm. The same data and the same kind of model thus give three answers, all too low. Their spread, 19 meV, is smaller than the error of the best of them, 39 meV, so agreement among these fits would be a poor measure of their accuracy. These lengths are all short compared with the 0.060 nm gap. Longer kernels behave differently: $\ell=0.025$ nm gives 85 meV, 0.035 nm gives 80.6 meV, and 0.05, 0.1 and 0.2 nm give 80.0 meV from the same twelve slopes, and the marginal likelihood of those slopes favours the long lengths. This is the third condition at work. The model slope is a single cubic, which a long kernel continues across the gap. The right answer then rests on the assumption that one smooth function spans both basins, and data inside the windows cannot confirm that assumption: the shifted potentials above have the same twelve slopes and would be given the same 80 meV.

Seven more slopes inside the gap change the result. All three kernel lengths then give 80.0 meV. The labels are still forces, but they now follow a connected path, and, if the slope varies little between neighbouring points, its integral from one minimum to the other is constrained along the whole length. A kernel shorter than the spacing of the points, $\ell=0.005$ nm, still gives only 47 meV. This success belongs to a smooth one-dimensional path. A rougher path needs denser points, and a mean slope error $\bar f$ along it leaves an energy error $\bar fL$. To reach 5 meV here, $|\bar f|$ must stay below $0.005/0.100=0.05$ eV/nm.

The other remedy is an energy label. Add $\lambda(\Delta\tilde E-\Delta E)^2$ to the force loss, with $\lambda>0$. In a flexible model without regularisation, $\delta$ can be changed at no cost in force error, so the minimum lies at $\delta=0$ however small $\lambda$ is. With regularisation, $\lambda$ must be large enough to outweigh the model's own preference. The energies of both basins must come from the same reference method with a common zero. Subtracting a separate mean energy from each polymorph's data would erase the information that is needed.

## Potentials built from atomic energies

Many learned potentials have the form $E=\sum_i\varepsilon(D_i)$, where the descriptor $D_i$ encodes the surroundings of atom $i$. Here the question moves from whole configurations to atomic environments. Suppose that the environments in the data fall into separate components of descriptor space, labelled $k$. Adding a constant $c_k$ to $\varepsilon$ on component $k$ changes no force, as long as each atom stays within its component. If polymorph $A$ has $n_k^A$ atoms there and $B$ has $n_k^B$, the energy difference of the whole cell changes by

$$\sum_k c_k\left(n_k^B-n_k^A\right).$$

Two pairs of clusters show both outcomes, with a smooth coordination number as the descriptor. In a six-atom octahedron each atom has coordination 4.00; in a six-atom triangular prism it has 3.00. A switch between these values shifts the octahedron by six atomic constants relative to the prism. It adds no force to slightly disturbed copies of either cluster. A cube and a pair of distant tetrahedra have eight atoms each, all with coordination 3.00, and there the shift is zero.

The second outcome is no guarantee of accuracy. A model that sees coordination alone must give the cube and the two tetrahedra almost the same energy, whatever the truth. The freedom has been removed by blindness.

This bears on hafnia, because hafnium has seven oxygen neighbours in both the monoclinic and the polar phase, and in both phases the oxygen atoms are three- and fourfold coordinated. Coordination numbers do not separate these polymorphs, whereas descriptors with finer radial and angular detail can. Whether the thermal clouds of environments then overlap has to be examined in the actual data. Overlap may constrain the difference, but it does not replace a direct test of it.

## Consequences at finite temperature

Let $n$ formula units move together along $x$, with classical statistics. The configurational weights of the two windows are

$$Z_A=\int_A e^{-nU/k_BT}dx,\qquad Z_B=\int_B e^{-nU/k_BT}dx .$$

With the shifted potential, $Z_A$ is unchanged. In $B$ the shift is constant, and its factor comes out of the integral:

$$Z_B^{(\delta)}=e^{-n\delta/k_BT}Z_B .$$

An average within $B$ has this factor in both numerator and denominator, so it cancels. The free-energy difference $\Delta F=-k_BT\ln(Z_B/Z_A)$ becomes $\Delta F+n\delta$.

For $n=4$ at 300 K, $k_BT=25.85$ meV. The rms displacement is 0.0036 nm in the monoclinic well and 0.0040 nm in the polar one, both for the true potential and for $\delta=-100$ meV. The population ratio of polar to monoclinic, however, is multiplied by

$$e^{400/25.85}=5.2\times10^6,$$

and it goes from $4.7\times10^{-6}$ to about 24. Good vibrations and good thermal motion in each phase are therefore no evidence for the phase balance. The factor depends strongly on $n$: for one formula unit it would be $e^{100/25.85}\approx48$.

The cancellation assumes that the motion stays in the trained windows. For $n=4$ at 300 K the classical fraction of each well's weight outside its window is at most $5\times10^{-5}$; for one formula unit it is already 2% in the monoclinic well and 5% in the polar one. For $n=4$ at 900 K, a rough anneal temperature, it is 0.7% for the monoclinic well and 2% for the polar one. Averages then begin to depend on untrained parts of the potential. Hot trajectories also supply data nearer the barrier, but they close the gap in the training set only if they connect the basins.

## The cell is a coordinate too

The two polymorphs have different cells. Atomic forces at fixed cell are blind to any added function of the cell shape, so even a path of atomic positions within one cell does not fix the energy of the other polymorph in its own cell. Stress labels supply the missing derivatives. Strain then joins the atomic positions as a coordinate, and the earlier argument holds in the larger space: forces and stresses in two separate regions still leave one free difference. A path that removes it must lead from one polymorph to the other in both positions and cell, whether these change together or in turn, with forces and stresses labelled along the way.

A rough size follows from a bulk modulus of 200 GPa, a volume of 0.034 nm³ per formula unit and a volume change of 3%. The elastic energy, half the modulus times the squared volume strain times the volume, is 19 meV per formula unit. This counts volume alone. The monoclinic cell is also sheared by roughly nine degrees, and that contribution, not estimated here, may well be larger.

## The model beside real hafnia

The chosen 80 meV is of the size that density-functional calculations give for the polar phase above the monoclinic one, and it varies with the functional. The path length and barrier are rough round values, not computed properties of hafnia. Several neglected effects matter for the 80 meV, though not for the argument:

- With an oxygen mass and in the harmonic approximation, the vibrational quanta of the two wells are 37 and 34 meV, and one mode changes the zero-point difference by $-1.8$ meV. Since the quanta exceed $k_BT$ at 300 K, the classical widths above are approximate.
- If all nine modes per formula unit softened in the same ratio, the classical vibrational free energy would favour the polar phase by 23 meV at 300 K.
- A field of 1 MV/cm along a polarization of 50 µC/cm² lowers the polar phase by 11 meV per formula unit.

At 300 K and 1 MV/cm each of these is well below the 100 meV shift that the training forces failed to notice. The last two grow in proportion to temperature and field, to 70 meV at 900 K and 42 meV at 4 MV/cm. The assumption that real films break most plainly is coherent motion in a single cell. Switching and transformation can proceed through nuclei and domain walls, whose energies lie in configurations that neither basin contains. The population ratios above are therefore not predictions for a capacitor.

For the decision at the start, a force-only potential of this kind can serve for vibrations and thermal motion within either phase, at temperatures where the atoms stay in the trained region and in the cell used for training. Its own relaxed cell, its thermal expansion and frequencies computed in that cell are not fixed by forces and need stress labels. Before it is used for phase stability, its energy difference should be compared with the reference method, each polymorph in its own relaxed cell. Before it is used for switching, forces and stresses along the relevant paths should be compared as well, because a correct difference between the minima does not fix the barrier. The numerical output below gives the values for the model.

## Values computed for the example and the checks

```
MODEL (round, roughly typical values)
path length L = 0.100 nm, barrier top at 0.055 nm
training half-width = 0.020 nm, gap = 0.060 nm
slope prefactor K = 9.6e+04 eV/nm^4
true energy difference from path work = 80.0 meV/f.u.
barrier from monoclinic = 193.0 meV/f.u.
barrier from polar = 113.0 meV/f.u.
FREE CONSTANTS ON A 2D MESH
two separate basins: 2; with a corridor: 1
SHIFTED POTENTIALS
shift -100 meV: difference -20.0 meV/f.u., max training force error 2e-11 eV/nm
shift +0 meV: difference +80.0 meV/f.u., max training force error 2e-11 eV/nm
shift +100 meV: difference +180.0 meV/f.u., max training force error 2e-11 eV/nm
least possible peak gap error for 100 meV = 1.67 eV/nm
peak gap error of this switch = 3.33 eV/nm
largest true force in gap = 5.44 eV/nm
FORCE-ONLY KERNEL FITS
force labels: basins only 12, with path 19
kernel length 0.012 nm: basins only 21.6, with path 80.0 meV/f.u.
  max force misfit 4e-08 eV/nm
kernel length 0.015 nm: basins only 29.1, with path 80.0 meV/f.u.
  max force misfit 2e-08 eV/nm
kernel length 0.018 nm: basins only 40.9, with path 80.0 meV/f.u.
  max force misfit 7e-09 eV/nm
ATOM-ADDITIVE SWITCH (shift in units of the constant per atom)
coordination: octahedron 4.00, prism 3.00
coordination: cube 3.00, two tetrahedra 3.00
octahedron minus prism: 6.00 (6 atoms)
cube minus two tetrahedra: 0.00 (8 atoms)
largest added force on disturbed clusters = 0e+00 per bond
THERMAL, 4 f.u. moving together, 300 K
kT = 25.85 meV
rms motion: monoclinic 0.00358 nm, polar 0.00401 nm
same with shift -100 meV: 0.00358 nm, 0.00401 nm
polar/monoclinic weight: true 4.67e-06, shifted 2.45e+01
ratio of the two weights = 5.24e+06
weight outside windows at 300 K: monoclinic 2.8e-06, polar 4.7e-05
weight outside windows at 900 K: monoclinic 6.5e-03, polar 2.1e-02
NEGLECTED EFFECTS (rough inputs, meV/f.u.)
curvatures: 528 and 432 eV/nm^2; mass 16 u
vibrational quanta: 37.1 and 33.6 meV
zero-point difference, one mode = -1.77
classical vibrational difference, nine alike = -23.3
inputs: volume 0.034 nm^3/f.u., bulk modulus 200 GPa, volume change 3 %
elastic energy of the cell change = 19.1
inputs: polarization 50 uC/cm2, field 1 MV/cm
field energy P*E*volume = 10.6
```
